# The Franz-Keldysh tail of an indirect gap and its reduced mass, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the phonon-assisted rate to the exponent

A calculation of the absorption below an indirect gap, in a section under reverse bias, requires a decision about the mass that stands in the tunnelling exponent. In a direct-gap material it is the reduced mass of electron and hole, because light creates the pair with almost no total momentum. In an indirect-gap material a phonon can take up any momentum, and the two carriers are no longer tied together in this way. One might then use the lighter mass, the density-of-states mass, or a fit parameter. The choice enters an exponential, so a modest error in the mass can change the absorption several times over. For isotropic parabolic bands the reduced mass is again the right one, provided that the energy deficit is measured from the phonon-shifted threshold. The prefactor, however, is different.

### The model and the local form of the rate

We set $\hbar=1$ and call the photon energy $\omega$. The conduction and valence edges are isotropic and parabolic, with positive masses $m_e$ and $m_h$, and

$$
M=m_e+m_h,\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h},\qquad \mu=\frac{m_em_h}{M}. \tag{1}
$$

A uniform electric field exerts a force of magnitude $F$ on a carrier. The valence band is full and the conduction band empty. One phonon of fixed energy $W$ takes part. The electron-phonon coupling and the energy denominators of the virtual states are taken as constant near the edges, and the attraction between electron and hole is left out.

Let $\sigma=+1$ stand for phonon emission and $\sigma=-1$ for phonon absorption. Energy conservation for a transition from the valence state $v$ to the conduction state $c$ reads $E_c-E_v=\omega-\sigma W$. Measure the phonon wavevector from the one that joins the two band edges, and call the difference $\mathbf q$. With envelope functions $\psi_c,\psi_v$, the golden rule gives

$$
R=\frac{2\pi|C|^2}{V}\sum_{c,v,\mathbf q}
\left|\int d^3r\,\psi_c^*e^{i\mathbf q\cdot\mathbf r}\psi_v\right|^2
\delta(E_c-E_v-\omega+\sigma W). \tag{2}
$$

Here $V$ is the crystal volume. The constant $C$ contains the light amplitude, the coupling, the virtual-state denominators and the phonon occupation: $|C|^2$ is proportional to $n$ for absorption of a phonon and to $n+1$ for emission.

Write the squared integral as a double integral over $\mathbf r$ and $\mathbf r'$. The wavevector then appears only in $e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}$, and $V^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=\delta(\mathbf r-\mathbf r')$. Therefore

$$
\frac1V\sum_{\mathbf q}\left|\int d^3r\,\psi_c^*e^{i\mathbf q\cdot\mathbf r}\psi_v\right|^2
=\int d^3r\,|\psi_c(\mathbf r)|^2|\psi_v(\mathbf r)|^2. \tag{3}
$$

This step uses the constant coupling. It also requires the available phonon wavevectors to cover the range in which the overlap is appreciable, which holds when the envelopes vary slowly on the scale of the lattice.

Define the local density of states of either band, for one spin, by $\rho(E,\mathbf r)=\sum_j|\psi_j(\mathbf r)|^2\delta(E-E_j)$. Inserting $1=\int dE\,\delta(E-E_c)$ into Eq. (2) and using Eq. (3), we obtain

$$
R=2\pi|C|^2\int d^3r\int dE\;
\rho_c(E,\mathbf r)\,\rho_v(E-\omega+\sigma W,\mathbf r). \tag{4}
$$

Let the electron be pushed towards positive $z$. Its potential energy is $-Fz$, so the local conduction edge lies at $E_g-Fz$ and the local valence edge at $-Fz$. An electron state of energy $E$ lies below its edge by $\varepsilon_e=E_g-Fz-E$. The valence state lies above its own edge by $\varepsilon_h=(E-\omega+\sigma W)+Fz$. We call these amounts deficits; a negative deficit means that the carrier is in its classically allowed region. In their sum both $E$ and $z$ cancel:

$$
\varepsilon_e+\varepsilon_h=E_g+\sigma W-\omega\equiv D. \tag{5}
$$

Far from the ends of the field region, each local density depends on position only through its deficit. At fixed $z$ we replace $E$ by $\varepsilon=\varepsilon_e$ as the variable of integration. The rate per unit volume is then $2\pi|C|^2J(D)$, where

$$
J(D)=\int_{-\infty}^{\infty}d\varepsilon\;\rho_e(\varepsilon)\,\rho_h(D-\varepsilon). \tag{6}
$$

The two edges tilt together, so every point contributes equally. The tail is the region $D>0$, where the photon energy lies below the threshold $E_g+\sigma W$.

### One carrier in a uniform field

We need $\rho(\varepsilon)$ for a carrier of mass $m$; the hole differs from the electron only by its mass and by reflection of $z$. Consider first the motion along the field, with the energy $E$ measured from the edge at $z=0$:

$$
-\frac1{2m}\frac{d^2\psi}{dz^2}-Fz\,\psi=E\psi
\quad\Longrightarrow\quad
\frac{d^2\psi}{dz^2}=2m\,\varepsilon\,\psi,\qquad \varepsilon=-Fz-E. \tag{7}
$$

Since $d\varepsilon/dz=-F$, the left side equals $F^2d^2\psi/d\varepsilon^2$. With

$$
x=\frac{\varepsilon}{\theta},\qquad \theta=\left(\frac{F^2}{2m}\right)^{1/3}, \tag{8}
$$

the equation becomes $d^2\psi/dx^2=x\psi$. The solution that decays into the barrier is $\psi=N\,\mathrm{Ai}(x)$.

The constant $N$ follows from normalization on the energy scale, $\int dz\,\psi_E\psi_{E'}=\delta(E-E')$. Put $s=-Fz/\theta$, so that $x=s-E/\theta$ and the measure is $(\theta/F)\,ds$. The orthogonality relation $\int ds\,\mathrm{Ai}(s-a)\mathrm{Ai}(s-b)=\delta(a-b)$ gives

$$
N^2\,\frac{\theta}{F}\,\delta\!\left(\frac{E-E'}{\theta}\right)
=N^2\,\frac{\theta^2}{F}\,\delta(E-E')
\quad\Longrightarrow\quad
N^2=\frac{F}{\theta^2}=\sqrt{\frac{2m}{\theta}}, \tag{9}
$$

where the last form uses $F=\sqrt{2m}\,\theta^{3/2}$ from Eq. (8).

The transverse motion is free. Its states per unit area number $d^2k/(2\pi)^2=(m/2\pi)\,dE_\perp$, with $E_\perp=k^2/2m$. Energy spent on transverse motion is missing from the motion along the field and raises the deficit there to $\varepsilon+E_\perp$. Hence

$$
\rho(\varepsilon)=\frac m{2\pi}\int_0^\infty dE_\perp\sqrt{\frac{2m}\theta}\,
\mathrm{Ai}^2\!\left(\frac{\varepsilon+E_\perp}\theta\right)
=\frac m{2\pi}\sqrt{2m\theta}\,\left[\mathrm{Ai}'(x)^2-x\,\mathrm{Ai}(x)^2\right]. \tag{10}
$$

The bracket equals $\int_x^\infty\mathrm{Ai}^2$. It vanishes at infinity, and its derivative is $2\mathrm{Ai}'\mathrm{Ai}''-\mathrm{Ai}^2-2x\mathrm{Ai}\mathrm{Ai}'=-\mathrm{Ai}^2$, because $\mathrm{Ai}''=x\mathrm{Ai}$.

For large $x$, $\mathrm{Ai}(x)\simeq e^{-2x^{3/2}/3}/(2\sqrt\pi\,x^{1/4})$. The square is $e^{-4x^{3/2}/3}/(4\pi\sqrt x)$, and its exponent has slope $-2\sqrt x$. To leading order, integrating from $x$ to infinity divides the integrand by $2\sqrt x$ and leaves $e^{-4x^{3/2}/3}/(8\pi x)$. We insert this in Eq. (10) and use $\sqrt{2m}\,\theta^{3/2}=F$ once in the prefactor and once in the exponent:

$$
\rho(\varepsilon)\simeq\frac{mF}{16\pi^2\varepsilon}
\exp\!\left[-\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3F}\right]. \tag{11}
$$

The exponent is twice the integral of the local decay constant over the barrier, whose length is $\varepsilon/F$:

$$
2\int_0^{\varepsilon/F}dz\,\sqrt{2m(\varepsilon-Fz)}
=\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3F}. \tag{12}
$$

The factor 2 is present because a density is the square of an amplitude.

### The direct gap for comparison

In a direct transition the photon creates electron and hole at the same point with negligible total momentum. The kinetic energy of the pair separates as

$$
\frac{p_e^2}{2m_e}+\frac{p_h^2}{2m_h}=\frac{P^2}{2M}+\frac{p^2}{2\mu}, \tag{13}
$$

where $\mathbf P$ is the total and $\mathbf p$ the relative momentum. The potential energy is $-Fz_e+Fz_h=-F(z_e-z_h)$, which contains the relative coordinate alone. With $P=0$, there remains one particle of mass $\mu$ under the force $F$. For a constant optical matrix element, the absorption is proportional to its density at zero separation, which is Eq. (10) with $m=\mu$. If $D$ now denotes the direct gap minus the photon energy, Eq. (11) gives the tail

$$
\rho_\mu(D)\simeq\frac{\mu F}{16\pi^2D}\,e^{-S},\qquad
S=\frac{4\sqrt{2\mu}\,D^{3/2}}{3F}. \tag{14}
$$

The indirect transition has no condition $P=0$. The question is whether the exponent $S$ survives without it.

### The saddle point of the convolution

For $0<\varepsilon<D$ both carriers are under their barriers. With the tail (11) for each density, the integrand of Eq. (6) contains $e^{-\Phi(\varepsilon)}$, where

$$
\Phi(\varepsilon)=\frac{4\sqrt2}{3F}
\left[\sqrt{m_e}\,\varepsilon^{3/2}+\sqrt{m_h}\,(D-\varepsilon)^{3/2}\right]. \tag{15}
$$

Its derivatives are

$$
\Phi'=\frac{2\sqrt2}{F}\left[\sqrt{m_e\varepsilon}-\sqrt{m_h(D-\varepsilon)}\right],
\qquad
\Phi''=\frac{\sqrt2}{F}\left[\sqrt{\frac{m_e}{\varepsilon}}+\sqrt{\frac{m_h}{D-\varepsilon}}\right]. \tag{16}
$$

The second derivative is positive, so $\Phi$ has a single minimum in the interval, and the integrand is largest there. Setting $\Phi'=0$ gives

$$
m_e\varepsilon_e=m_h\varepsilon_h,\qquad
\varepsilon_e=\frac{m_h}{M}D,\qquad
\varepsilon_h=\frac{m_e}{M}D. \tag{17}
$$

The lighter carrier takes the larger part of the deficit, since it tunnels more easily. The electron's part of the exponent is

$$
S_e=\frac{4\sqrt2}{3F}\sqrt{m_e}\left(\frac{m_hD}{M}\right)^{3/2}
=\frac{4\sqrt2}{3F}D^{3/2}\sqrt{\frac{m_em_h}{M}}\;\frac{m_h}{M}
=\frac{m_h}{M}S. \tag{18}
$$

Exchanging the labels gives $S_h=(m_e/M)S$. Since $m_e+m_h=M$, the sum is

$$
\Phi(\varepsilon_e)=S_e+S_h=S=\frac{4\sqrt{2\mu}\,D^{3/2}}{3F}. \tag{19}
$$

This is the direct-gap exponent of Eq. (14), with the same reduced mass.

The reason can be read from Eq. (17). It implies $m_e\varepsilon_e=m_h\varepsilon_h=\mu D$, so at the point of creation both carriers have the decay constant

$$
\kappa=\sqrt{2m_e\varepsilon_e}=\sqrt{2m_h\varepsilon_h}=\sqrt{2\mu D}. \tag{20}
$$

In the direct process, zero total momentum makes the two momenta equal and opposite, also when they are imaginary. In the indirect process nothing imposes this balance on each transition, but the most favourable division of the energy produces it.

At a fixed mass ratio, the parts of the integral outside $0<\varepsilon<D$ become negligible as $S$ grows. If $\varepsilon\le0$, the electron is in its allowed region and the hole must supply a deficit of at least $D$. Its exponent is then at least $S\sqrt{m_h/\mu}=S\sqrt{1+m_h/m_e}$, which exceeds $S$. If $\varepsilon\ge D$, the corresponding value is $S\sqrt{1+m_e/m_h}$. The divergence of Eq. (11) at zero deficit is an artefact of using the tail where it does not apply; the density (10) is finite there.

### The prefactor

Near the minimum we replace $\Phi$ by $S+\Phi''(\varepsilon-\varepsilon_e)^2/2$ and take the slowly varying factors at the minimum:

$$
J\simeq\frac{m_eF}{16\pi^2\varepsilon_e}\,\frac{m_hF}{16\pi^2\varepsilon_h}\,
\sqrt{\frac{2\pi}{\Phi''}}\;e^{-S}. \tag{21}
$$

From Eq. (17), $\varepsilon_e\varepsilon_h=m_em_hD^2/M^2$, so the first two factors give $F^2M^2/(256\pi^4D^2)$. For the curvature write $\sqrt{m_e/\varepsilon_e}=m_e/\sqrt{m_e\varepsilon_e}=m_e/\sqrt{\mu D}$, and likewise for the hole. Then

$$
\Phi''=\frac{\sqrt2\,M}{F\sqrt{\mu D}},\qquad
\sqrt{\frac{2\pi}{\Phi''}}
=2^{1/4}\pi^{1/2}\,\frac{F^{1/2}(\mu D)^{1/4}}{M^{1/2}}. \tag{22}
$$

With $256=2^8$, the product is

$$
J(D)\simeq 2^{-31/4}\,\pi^{-7/2}\,M^{3/2}\mu^{1/4}\,F^{5/2}\,D^{-7/4}\,e^{-S}. \tag{23}
$$

The direct tail (14) has the prefactor $F/D$, the indirect one $F^{5/2}/D^{7/4}$. The total mass also appears in the indirect prefactor. The two processes therefore share an exponent, but not a complete absorption law.

This derivation used the tail (11) for both carriers, which is safe when $S_e\gg1$ and $S_h\gg1$. The same conditions make the Gaussian narrow compared with each deficit. Indeed, Eqs. (14) and (22) give $\Phi''=3SM/(4\mu D^2)$. Hence $\varepsilon_e^2\Phi''=\tfrac34S\,m_h/m_e$, which exceeds $\tfrac34S_e$, and $\varepsilon_h^2\Phi''=\tfrac34S\,m_e/m_h$, which exceeds $\tfrac34S_h$. For very unequal masses one of the two parts of $S$ can be small even when $S$ is large. The argument just given does not cover that case.

## 2. The full convolution and a silicon section

From the first half we take the following. The deficit is $D=E_g+\sigma W-\omega$, with $\sigma=+1$ for phonon emission and $-1$ for absorption; $F$ is the force, $M$ the total mass and $\mu$ the reduced mass. The rate per volume is proportional to $J(D)$, the convolution (6) of the local densities of electron and hole. The saddle point gives Eq. (23) with $S=4\sqrt{2\mu}D^{3/2}/(3F)$, and the direct tail is Eq. (14). We still set $\hbar=1$.

### Convolution as a product in time

Take the origin as the point of observation. There $\varepsilon=-E$, so the Fourier transform of the local density is the amplitude to return to the origin after a time $t$:

$$
g(t)=\int d\varepsilon\,\rho(\varepsilon)e^{i\varepsilon t}
=\langle0|e^{-iHt}|0\rangle
=\left(\frac{m}{2\pi it}\right)^{3/2}e^{iA(t)}. \tag{24}
$$

Here $A$ is the action of the classical path that starts and ends at the origin. For a linear potential, deviations from this path have the free-particle action, so the prefactor is that of a free particle. The time runs just below the real axis, which makes the integral converge at large negative $\varepsilon$.

The path is $z(s)=(F/2m)(s^2-ts)$, with velocity $(F/2m)(2s-t)$. Therefore

$$
A=\int_0^t ds\left[\frac{F^2}{8m}(2s-t)^2+\frac{F^2}{2m}(s^2-ts)\right]
=\frac{F^2t^3}{24m}-\frac{F^2t^3}{12m}=-\frac{F^2t^3}{24m}. \tag{25}
$$

A convolution in energy is a product in time. The cubic phases of electron and hole add, and with them the inverse masses:

$$
\int dD\,J(D)e^{iDt}=g_e(t)g_h(t)
=\frac{(m_em_h)^{3/2}}{(2\pi it)^3}
\exp\!\left[-\frac{iF^2t^3}{24\mu}\right]. \tag{26}
$$

To invert the transform, let

$$
\beta=\left(\frac{F^2}{8\mu}\right)^{1/3},\qquad x=\frac D\beta,\qquad t=-\frac{iu}\beta. \tag{27}
$$

From here on $x$ has this meaning. Then $-iDt=-xu$. Since $t^3=iu^3/\beta^3$, the cubic term becomes $F^2u^3/(24\mu\beta^3)=u^3/3$. Furthermore $it=u/\beta$ and $dt=-i\,du/\beta$, so that

$$
J(D)=\frac{(m_em_h)^{3/2}}{(2\pi)^3}\,\beta^2\,\mathrm{Ai}_3(x),\qquad
\mathrm{Ai}_3(x)=\frac1{2\pi i}\int_{c-i\infty}^{c+i\infty}du\,\frac{e^{u^3/3-xu}}{u^3}, \tag{28}
$$

with $c>0$. Without the factor $u^{-3}$ the integral is $\mathrm{Ai}(x)$. Because $\int_x^\infty ds\,\tfrac12(s-x)^2e^{-us}=e^{-xu}/u^3$, the function $\mathrm{Ai}_3$ is also $\int_x^\infty ds\,\tfrac12(s-x)^2\mathrm{Ai}(s)$.

Equation (28) contains no saddle-point approximation. Two numerical comparisons support it, both in reduced units with $F=1$. Direct integration of Eq. (6) at $D=3$, for the mass pairs $(1,1)$, $(0.6,3)$ and $(2,0.7)$, differs from Eq. (28) by at most $1.5\times10^{-13}$ of its value. The second comparison diagonalizes the tilted one-dimensional Hamiltonians on a grid and sums over pairs of states. The electron has mass 1 along the field and 0.7 across it, the hole has mass 1.6, and $D$ is 2 or 3. The largest relative difference is $4.1\times10^{-4}$.

There is also a physical reading. Since $m_em_h=M\mu$, the right side of Eq. (26) is the relative-motion amplitude for mass $\mu$ times the free return amplitude $(M/2\pi it)^{3/2}$ for mass $M$. Transforming back gives

$$
J(D)=\int\frac{d^3P}{(2\pi)^3}\;\rho_\mu\!\left(D+\frac{P^2}{2M}\right). \tag{29}
$$

The phonon gives the pair a total momentum $\mathbf P$, and the associated kinetic energy raises the deficit of the relative motion. Pairs with small $P$ are therefore favoured, and the exponent is the direct one at $P=0$. The spread in $P$ changes the prefactor. With $dS/dD=2\sqrt{2\mu D}/F$, the Gaussian integral supplies $[MF/(4\pi\sqrt{2\mu D})]^{3/2}$. Multiplying Eq. (14) by this factor reproduces Eq. (23).

For isotropic parabolic bands, the indirect tail has the same reduced-mass exponent as the direct one but a different prefactor, and Eq. (28) gives the full convolution without a saddle-point approximation. It remains to find how accurate Eq. (23) is, including for very unequal masses, what mass a measured slope would give, and how the result applies to an ellipsoidal valley and a silicon section.
